# Chemical-potential bounds for sulfur-vacancy formation in MoS2, part 1

(Sections cited here and not found follow in the second part.)

## The elemental window and the vacancy energy

The energy zero of each chemical element is arbitrary. Adding a constant $c_{\rm Mo}$ to the energy of every molybdenum atom and a constant $c_{\rm S}$ to that of every sulfur atom, in every phase, changes no reaction energy, because reactions conserve atoms of each kind. A bound on the chemical potential of sulfur must respect this symmetry. Let $\mu_{\rm Mo}^0$ and $\mu_{\rm S}^0$ be the Gibbs energies per atom of bulk molybdenum and of elemental sulfur, and let $g$ be the Gibbs energy of MoS$_2$ per formula unit. Under the shift,

$$
\mu_{\rm Mo}^0\to\mu_{\rm Mo}^0+c_{\rm Mo},\qquad
\mu_{\rm S}^0\to\mu_{\rm S}^0+c_{\rm S},\qquad
g\to g+c_{\rm Mo}+2c_{\rm S}.
$$

Three energies and two free shifts leave one independent linear combination that does not change:

$$
h=g-\mu_{\rm Mo}^0-2\mu_{\rm S}^0 .
$$

This is the Gibbs energy of formation of MoS$_2$ from its elements. The chemical potential $\mu_{\rm S}$ itself shifts by $c_{\rm S}$, so the quantity that can be bounded in an invariant way is the difference

$$
\Delta\mu_{\rm S}=\mu_{\rm S}-\mu_{\rm S}^0 .
$$

Stability against the two elements compares Gibbs energies of macroscopic phases, and temperature and pressure enter through those Gibbs energies alone. No energy other than $h$ is then available, and each bound on $\Delta\mu_{\rm S}$ must be a pure number times $h$. The symmetry also fixes how a vacancy energy may depend on sulfur. If $D$ is the energy of a piece of crystal with one sulfur vacancy minus that of the perfect piece, the defective piece holds one sulfur atom fewer, so $D\to D-c_{\rm S}$. The invariant combination is $D+\mu_{\rm S}$. What remains is to find the two pure numbers and to establish when they apply.

Consider a large crystal or sheet of MoS$_2$ in contact with surroundings that hold molybdenum and sulfur at chemical potentials $\mu_{\rm Mo}$ and $\mu_{\rm S}$. The surroundings are large enough that these values do not change when a few atoms leave. Temperature and pressure are fixed, so a process can run spontaneously if it lowers the total Gibbs energy. Suppose that $a$ molybdenum atoms and $b$ sulfur atoms leave the surroundings and form a piece of some phase with Gibbs energy $G$. The surroundings lose $a\mu_{\rm Mo}+b\mu_{\rm S}$ and the new piece contributes $G$. The total change is

$$
\Delta G_{\rm tot}=G-a\mu_{\rm Mo}-b\mu_{\rm S}.
$$

The phase does not form if this is non-negative. Surface energies are left out here, which is justified for large pieces, since the surface contribution per atom vanishes as the piece grows.

For elemental sulfur, one atom has $a=0$, $b=1$ and $G=\mu_{\rm S}^0$. The condition $\mu_{\rm S}^0-\mu_{\rm S}\ge0$ gives

$$
\Delta\mu_{\rm S}\le 0 .
$$

For bulk molybdenum, $a=1$, $b=0$ and $G=\mu_{\rm Mo}^0$. In the same way, with $\Delta\mu_{\rm Mo}=\mu_{\rm Mo}-\mu_{\rm Mo}^0$,

$$
\Delta\mu_{\rm Mo}\le 0 .
$$

Both are upper bounds: an element precipitates when its chemical potential is too high. The reference phase must be the stable form of the element at the given temperature and pressure. If a less stable form were used, its higher Gibbs energy would place the bound too high.

These conditions are thermodynamic. A small nucleus of the new phase has a surface, and its surface energy can delay precipitation. Surroundings may therefore stay supersaturated for some time, with $\Delta\mu_{\rm S}>0$. The bounds are necessary conditions for full equilibrium with the host; they do not limit every state that can be prepared.

The host itself supplies the relation that turns the bound on molybdenum into a bound on sulfur. If one formula unit is added to it, the total Gibbs energy changes by $g-\mu_{\rm Mo}-2\mu_{\rm S}$. Growth is not spontaneous if this change is non-negative. Removing one formula unit changes the total by the opposite amount, and dissolution is not spontaneous if that is non-negative. Both conditions hold together if

$$
\mu_{\rm Mo}+2\mu_{\rm S}=g .
$$

For a single sheet, growth and dissolution take place at its edge. The sheet is taken to be so large that the energy of the edge per formula unit is negligible, and $g$ is then the Gibbs energy per formula unit of the extended sheet.

Insert $\mu_{\rm Mo}=\mu_{\rm Mo}^0+\Delta\mu_{\rm Mo}$ and $\mu_{\rm S}=\mu_{\rm S}^0+\Delta\mu_{\rm S}$:

$$
\mu_{\rm Mo}^0+\Delta\mu_{\rm Mo}+2\mu_{\rm S}^0+2\Delta\mu_{\rm S}=g .
$$

Moving the two reference energies to the right leaves the formation energy there:

$$
\Delta\mu_{\rm Mo}+2\Delta\mu_{\rm S}=h .
$$

The two chemical potentials are thus not independent. Along the line of equilibrium with the host, raising $\Delta\mu_{\rm S}$ by some amount lowers $\Delta\mu_{\rm Mo}$ by twice that amount, because each molybdenum atom is accompanied by two sulfur atoms.

Solve for $\Delta\mu_{\rm Mo}=h-2\Delta\mu_{\rm S}$ and impose $\Delta\mu_{\rm Mo}\le0$. This gives $h\le2\Delta\mu_{\rm S}$, and division by the positive number 2 keeps the direction of the inequality. Together with the condition from elemental sulfur,

$$
\frac h2\le\Delta\mu_{\rm S}\le0 .
$$

The pure numbers left open by the symmetry argument are $1/2$ and $0$. The corresponding range for molybdenum follows from $\Delta\mu_{\rm Mo}=h-2\Delta\mu_{\rm S}$. At $\Delta\mu_{\rm S}=0$ it equals $h$, and at $\Delta\mu_{\rm S}=h/2$ it equals zero, so

$$
h\le\Delta\mu_{\rm Mo}\le0 .
$$

The end $\Delta\mu_{\rm S}=0$ is called sulfur-rich and the end $\Delta\mu_{\rm S}=h/2$ molybdenum-rich. The interval has finite width if $h<0$, which says that MoS$_2$ is stable against separation into its elements. As $h$ approaches zero from below, the window shrinks to a point. For $h>0$ the two bounds contradict each other and no window exists.

The lower bound can also be reached without any exchange of molybdenum with the surroundings. Let one formula unit decompose into bulk molybdenum, which stays where it is, and two sulfur atoms, which leave. The total Gibbs energy changes by

$$
\mu_{\rm Mo}^0+2\mu_{\rm S}-g
=2\Delta\mu_{\rm S}-\left(g-\mu_{\rm Mo}^0-2\mu_{\rm S}^0\right)
=2\Delta\mu_{\rm S}-h .
$$

Requiring this to be non-negative again gives $\Delta\mu_{\rm S}\ge h/2$. The bound therefore holds for a crystal annealed in sulfur vapour, where molybdenum is not exchanged at all. Its meaning is direct: below it, decomposition of the crystal into metal and released sulfur lowers the total Gibbs energy.

A numerical case uses round model energies with the stoichiometry of MoS$_2$; they are not measured or computed properties of the material. Take $\mu_{\rm Mo}^0=-10.00$ eV, $\mu_{\rm S}^0=-4.00$ eV and $g=-21.00$ eV. Then

$$
h=-21.00-(-10.00)-2(-4.00)=-3.00\ \text{eV},
$$

and the window is

$$
-1.50\ \text{eV}\le\Delta\mu_{\rm S}\le0 .
$$

In joules the lower bound is $-2.40\times10^{-19}$ J per atom.

The same limits appear in a closed box, where no chemical potential is prescribed. Let the box hold $N_{\rm Mo}$ molybdenum and $N_{\rm S}$ sulfur atoms, and let $y$ formula units of MoS$_2$ form while the remaining atoms stay in their elemental phases. The Gibbs energy is

$$
G(y)=yg+(N_{\rm Mo}-y)\mu_{\rm Mo}^0+(N_{\rm S}-2y)\mu_{\rm S}^0 .
$$

Collecting the terms in $y$ gives $G(y)=N_{\rm Mo}\mu_{\rm Mo}^0+N_{\rm S}\mu_{\rm S}^0+yh$. Since $h<0$, the minimum lies at the largest possible $y$, which is the smaller of $N_{\rm Mo}$ and $N_{\rm S}/2$. With excess molybdenum, $y=N_{\rm S}/2$ and

$$
G_{\min}=\frac{N_{\rm S}}2\,g+\left(N_{\rm Mo}-\frac{N_{\rm S}}2\right)\mu_{\rm Mo}^0 .
$$

The chemical potential of sulfur is the derivative of $G_{\min}$ with respect to $N_{\rm S}$:

$$
\mu_{\rm S}=\frac{g-\mu_{\rm Mo}^0}{2}=\mu_{\rm S}^0+\frac h2 .
$$

With excess sulfur, $y=N_{\rm Mo}$ and $G_{\min}=N_{\rm Mo}g+(N_{\rm S}-2N_{\rm Mo})\mu_{\rm S}^0$, whose derivative is $\mu_{\rm S}=\mu_{\rm S}^0$. Numerical minimization over the amounts of the three phases gives $-5.50$ eV and $-4.00$ eV for these two cases, in agreement with the formulas.

The window is thus the jump of $\mu_{\rm S}$ as the composition of the box passes through the ratio 2:1. At that ratio the three macroscopic phases do not determine $\mu_{\rm S}$ within the jump. In a real crystal the small deviation from stoichiometry carried by its defects selects the value.

Now form a neutral vacancy by taking one sulfur atom out of the crystal and giving it to the surroundings. The crystal changes its energy by $D$, and the surroundings gain $\mu_{\rm S}$. The formation energy is the sum,

$$
E_f=D+\mu_{\rm S}=D+\mu_{\rm S}^0+\Delta\mu_{\rm S}.
$$

The sign of $\mu_{\rm S}$ is positive because the atom arrives in the surroundings. Here $D$ is a difference of Gibbs energies that leaves out the configurational entropy of placing the vacancy on different sites; that entropy is counted separately when vacancies are enumerated. If $D$ is taken from static total energies, the change in vibrational free energy is missing. The piece of crystal must also be large enough that the vacancy does not interact appreciably with its periodic images.

The formation energy rises with slope one in $\Delta\mu_{\rm S}$, so the bounds on the chemical potential carry over directly:

$$
D+\mu_{\rm S}^0+\frac h2\le E_f\le D+\mu_{\rm S}^0 .
$$

The whole variation is $|h|/2$. At the lower end, inserting the definition of $h$ cancels the sulfur reference:

$$
E_f^{\rm Mo\text{-}rich}
=D+\mu_{\rm S}^0+\frac{g-\mu_{\rm Mo}^0-2\mu_{\rm S}^0}{2}
=D+\frac{g-\mu_{\rm Mo}^0}{2}.
$$

This is the energy of a definite reaction. The removed sulfur atom meets metallic molybdenum and converts half an atom of it into half a formula unit of MoS$_2$. At the sulfur-rich end the removed atom joins elemental sulfur instead. The cancellation has a practical consequence: an error in the calculated energy of elemental sulfur affects the sulfur-rich vacancy energy in full, but does not enter the molybdenum-rich one.

With $D=7.00$ eV the sulfur-rich value is $7.00-4.00=3.00$ eV. In the middle of the window, $\Delta\mu_{\rm S}=-0.75$ eV gives $2.25$ eV. At the molybdenum-rich end the result is $3.00-1.50=1.50$ eV. The vacancy is cheaper where sulfur is scarce, as the reaction picture requires.

A closed box again provides an independent check. Replace part of the host by a cell with $m$ molybdenum atoms, $2m-1$ sulfur atoms and energy $mg+D$. With excess molybdenum, the rest of the box has lost $m$ molybdenum and $2m-1$ sulfur atoms, so by the expression for $G_{\min}$ its energy has changed by

$$
-\frac{2m-1}{2}\,g+\left(-m+\frac{2m-1}{2}\right)\mu_{\rm Mo}^0
=-mg+\frac g2-\frac{\mu_{\rm Mo}^0}{2}.
$$

Adding the energy $mg+D$ of the cell gives $D+(g-\mu_{\rm Mo}^0)/2$, independent of $m$. Minimizing the energy of the box with and without the defective cell gives a difference of $1.50$ eV, and the same procedure with excess sulfur gives $3.00$ eV.

The argument extends to other neutral defects. If a defect is made by removing $n_{\rm Mo}$ molybdenum and $n_{\rm S}$ sulfur atoms, its energy contains $n_{\rm Mo}\Delta\mu_{\rm Mo}+n_{\rm S}\Delta\mu_{\rm S}$. Substituting $\Delta\mu_{\rm Mo}=h-2\Delta\mu_{\rm S}$ turns this into

$$
n_{\rm Mo}h+(n_{\rm S}-2n_{\rm Mo})\Delta\mu_{\rm S}.
$$

The slope counts the sulfur removed in excess of the 2:1 ratio. It is $1$ for a sulfur vacancy, $2$ for a pair of them and $-2$ for a molybdenum vacancy. For a line defect the same counting applies per repeat length. A defect that removes whole formula units has an energy independent of the position in the window.

Stability against the two elements confines $\Delta\mu_{\rm S}$ to the range from $h/2$ to $0$, and the sulfur vacancy energy varies by $|h|/2$ across it. It remains to see how other competing phases change this window, and what it implies for the sulfur vapour pressure and the vacancy density.
